**Coupling coefficients of a ballistic barrier from swing and gate shift**

The program tests αG = (kT/q) ln10 / S and αD = αG·D, where S is the subthreshold swing, D is the gate-voltage shift per drain volt at constant current, and αG and αD are the gate and drain coefficients of the barrier. For S = 75 mV/decade and D = 60 mV/V at 300 K it prints αG = 0.7937 and αD = 0.0476. It integrates the ballistic current over wave vectors with Fermi occupation, reads S and D from that current, and asserts that the formulas recover the coefficients put in, for several pairs of values. It also asserts the correction needed when one drain bias is low, which changes αD to 0.0419 for a window from 0.05 to 0.75 V. A finite-difference channel model asserts that the terminal weights add up to one and that motion of the barrier top does not affect the first derivative. In that model αD falls from 0.0637 to 0.0487 between 0.25 and 0.75 V, and the shift measured over the window lies between the two local ratios αD/αG. A WKB estimate, checked on an inverted parabola, shows tunnelling raising the model's swing from 72.97 to 73.68 mV/decade.

## Check in Python

```python
# Result under test: for a ballistic barrier U = U0 - aG*VG - aD*VD (eV),
#   aG = (kT/q) ln10 / S   and   aD = aG * D,
# S = subthreshold swing (V/decade), D = gate shift per drain volt at fixed
# current, both drain biases being many kT/q. At low drain bias D also holds
# S*log10(F2/F1)/(V2-V1), with F = 1 - exp(-q*VD/kT).
# Energies are in eV from the source Fermi level unless stated otherwise.
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q, kB, hbar = sc.e, sc.k, sc.hbar
T = 300.0
vt = kB * T / q                       # thermal voltage, V
S_meas, D_meas = 0.075, 0.060         # V/decade, V/V
mass, valleys = 0.19 * sc.m_e, 2
V_lin, V_low, V_high = 0.05, 0.25, 0.75
I_ref = 0.01                          # A/m, equal to 10 nA/um
U0 = 0.40                             # zero-bias barrier, eV


def trapezoid(y, x):
    return np.sum((y[..., 1:] + y[..., :-1]) * np.diff(x), axis=-1) / 2


# ---- extraction formulas
def extract(swing, shift, v1, v2, temperature=T):
    v_th = kB * temperature / q
    a_gate = v_th * np.log(10) / swing
    f1, f2 = 1 - np.exp(-v1 / v_th), 1 - np.exp(-v2 / v_th)
    ratio = shift - swing * np.log10(f2 / f1) / (v2 - v1)
    return a_gate, a_gate * ratio, ratio


aG = vt * np.log(10) / S_meas
aD = aG * D_meas
aG_lin, aD_lin, ratio_lin = extract(S_meas, D_meas, V_lin, V_high)

# ---- ballistic current from the integral over wave vectors
u = np.linspace(0, 9, 3001)           # k / k_thermal
k_th = np.sqrt(2 * mass * kB * T) / hbar


def current(barrier, v_drain):
    f_s = 1 / (np.exp(u**2 + barrier / vt) + 1)
    f_d = 1 / (np.exp(u**2 + (barrier + v_drain) / vt) + 1)
    # spin 2, angular integral of cos(theta) over the forward half = 2
    pref = 2 * valleys * q / (4 * np.pi**2) * 2 * hbar / mass * k_th**3
    return pref * trapezoid(u**2 * (f_s - f_d), u)


N_plus = valleys * mass * kB * T / (2 * np.pi * hbar**2)
v_T = np.sqrt(2 * kB * T / (np.pi * mass))
I_pref = q * N_plus * v_T
for b, vd in ((0.30, 0.05), (0.25, 0.75)):
    closed = I_pref * np.exp(-b / vt) * (1 - np.exp(-vd / vt))
    assert abs(current(b, vd) / closed - 1) < 1e-3


def barrier_for(I, vd):
    return brentq(lambda b: np.log(current(b, vd) / I), 0.0, 0.7,
                  xtol=1e-13)


def gate_bias(I, vd, a_g, a_d, cap=np.inf, transmission=1.0):
    b = barrier_for(I / transmission, vd)
    n = N_plus * (np.log1p(np.exp(-b / vt))
                  + np.log1p(np.exp(-(b + vd) / vt)))
    return (U0 - a_d * vd - b + q * n / cap) / a_g


def measure(a_g, a_d, v1, v2, I=I_ref, cap=np.inf, t2=1.0):
    r = np.sqrt(10)
    swing = (gate_bias(I * r, v2, a_g, a_d, cap)
             - gate_bias(I / r, v2, a_g, a_d, cap))
    shift = (gate_bias(I, v1, a_g, a_d, cap)
             - gate_bias(I, v2, a_g, a_d, cap, t2)) / (v2 - v1)
    return swing, shift


S_sim, D_sim = measure(aG, aD, V_low, V_high)
assert abs(S_sim - S_meas) < 1e-4 and abs(D_sim - D_meas) < 1e-4
S_lin, D_lin_sim = measure(aG_lin, aD_lin, V_lin, V_high)
assert abs(S_lin - S_meas) < 1e-4 and abs(D_lin_sim - D_meas) < 1e-4
_, D_naive = measure(aG, aD, V_lin, V_high)
assert D_naive - D_meas > 0.005       # neglecting F is a visible error
for g_true, d_true in ((0.95, 0.01), (0.65, 0.12)):
    for v1 in (V_lin, V_low):
        s, d = measure(g_true, d_true, v1, V_high)
        g_fit, d_fit, _ = extract(s, d, v1, V_high)
        assert abs(g_fit - g_true) < 1e-3 and abs(d_fit - d_true) < 2e-4

# off-current growth at fixed gate bias
vg_fix = gate_bias(I_ref, V_low, aG, aD)
I_low, I_high = [current(U0 - aG * vg_fix - aD * v, v)
                 for v in (V_low, V_high)]
growth = 10 ** (D_meas * (V_high - V_low) / S_meas)
assert abs(I_high / I_low / growth - 1) < 2e-3

# transmission rising by 10 percent between the two drain biases
_, D_trans = measure(aG, aD, V_low, V_high, t2=1.1)
extra = S_meas * np.log10(1.1) / (V_high - V_low)
assert abs(D_trans - D_meas - extra) < 1e-4

# mobile charge with degeneracy, and interface traps
eot, trap_density = 1e-9, 5e15        # m, 1/(m^2 eV) per interface
C_gate = 2 * 3.9 * sc.epsilon_0 / eot
C_sum = C_gate / aG
S_charge = [measure(aG, aD, V_low, V_high, I, C_sum)[0]
            for I in (I_ref, 100 * I_ref)]
trap_share = 2 * q * trap_density / C_sum
aG_no_traps = C_gate / (C_sum - 2 * q * trap_density)
aG_310 = extract(S_meas, D_meas, V_low, V_high, 310.0)[0]

# ---- channel with bias-dependent coefficients: E'' = (E - E_long)/lam^2
# Here energies are measured from the source band edge; lengths in nm.
L, lam, n_x = 20.0, 4.0, 2001
E_fermi = 0.05                        # source Fermi level above band edge
x = np.linspace(0, L, n_x)
h = x[1] - x[0]


def response(source, gate, drain):
    m = n_x - 2
    bands = np.ones((3, m))
    bands[1] = -2 - (h / lam) ** 2
    rhs = np.full(m, -gate * (h / lam) ** 2)
    rhs[0] -= source
    rhs[-1] -= drain
    inner = solve_banded((1, 1), bands, rhs)
    return np.concatenate(([source], inner, [drain]))


r_S, r_G, r_D = response(1, 0, 0), response(0, 1, 0), response(0, 0, 1)
assert np.max(np.abs(r_S + r_G + r_D - 1)) < 1e-7


def find_top(profile):
    i = int(np.argmax(profile))
    assert 0 < i < n_x - 1
    a, b, c = profile[i - 1:i + 2]
    s = 0.5 * (a - c) / (a - 2 * b + c)
    return x[i] + s * h, b - 0.25 * (a - c) * s


h2m = hbar**2 / (mass * q) * 1e18     # hbar^2/m in eV nm^2


def tunnel_factor(profile, top, curvature):
    # Boltzmann average of the transmission, energies from the band edge
    E = np.linspace(0, top + 15 * vt, 600)
    gap = np.clip(profile[None, :] - E[:, None], 0, None)
    action = 2 * trapezoid(np.sqrt(2 * gap / h2m), x)
    above = -2 * np.pi * (E - top) / np.sqrt(h2m * curvature)
    trans = 1 / (1 + np.exp(np.where(E < top, action, above)))
    return trapezoid(trans * np.exp(-E / vt), E) / vt


height = 0.35                         # check on an inverted parabola
parabola = height * (1 - (2 * x / L - 1) ** 2)
curv = 8 * height / L**2
arg = np.sqrt(h2m * curv) / (2 * vt)
exact_factor = np.exp(-height / vt) * arg / np.sin(arg)
assert abs(tunnel_factor(parabola, height, curv) / exact_factor - 1) < 5e-3


def log_current(E_long, vd, tunnel):
    profile = r_G * E_long - r_D * vd
    top = find_top(profile)[1]
    if tunnel:
        factor = np.log(tunnel_factor(profile, top, (E_long - top) / lam**2))
    else:
        factor = -top / vt
    return np.log(I_pref) + E_fermi / vt + factor


def long_barrier(I, vd, tunnel):
    return brentq(lambda e: log_current(e, vd, tunnel) - np.log(I),
                  0.30, 0.80, xtol=1e-10)


def channel_measure(tunnel):
    r = np.sqrt(10)
    swing = (long_barrier(I_ref / r, V_high, tunnel)
             - long_barrier(I_ref * r, V_high, tunnel))
    shift = (long_barrier(I_ref, V_high, tunnel)
             - long_barrier(I_ref, V_low, tunnel)) / (V_high - V_low)
    return swing, shift


local = {}
for vd in (V_low, V_high):
    e_long = long_barrier(I_ref, vd, False)
    x_top, top = find_top(r_G * e_long - r_D * vd)
    g, d = np.interp(x_top, x, r_G), np.interp(x_top, x, r_D)
    step = 1e-3
    slope_d = -(find_top(r_G * e_long - r_D * (vd + step))[1]
                - find_top(r_G * e_long - r_D * (vd - step))[1]) / (2 * step)
    slope_g = (find_top(r_G * (e_long + step) - r_D * vd)[1]
               - find_top(r_G * (e_long - step) - r_D * vd)[1]) / (2 * step)
    assert abs(slope_d / d - 1) < 1e-3 and abs(slope_g / g - 1) < 1e-3
    local[vd] = (g, d, x_top, top)
S_th, D_th = channel_measure(False)
S_tu, D_tu = channel_measure(True)
assert abs(S_th * local[V_high][0] / (vt * np.log(10)) - 1) < 5e-3
assert local[V_high][1] / local[V_high][0] < D_th
assert D_th < local[V_low][1] / local[V_low][0]
assert S_tu > S_th


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("temperature", T, "K", 0)
show("measured swing S", 1e3 * S_meas, "mV/decade", 1)
show("measured gate shift D", 1e3 * D_meas, "mV/V", 1)
show("thermal voltage kT/q", 1e3 * vt, "mV", 3)
show("ideal swing (kT/q) ln10", 1e3 * vt * np.log(10), "mV/decade", 2)
show("gate coefficient aG", aG)
show("drain coefficient aD", aD)
show("remainder 1-aG-aD", 1 - aG - aD)
show("aD if 60 meV/V were barrier movement", D_meas)
show("barrier drop for 75 mV on gate", 1e3 * aG * S_meas, "meV", 2)
print(f"drain window: {V_low:.2f} to {V_high:.2f} V")
show("barrier drop over drain window", 1e3 * aD * (V_high - V_low), "meV", 2)
show("off-current ratio, formula", growth, "", 3)
show("off-current ratio, integrated", I_high / I_low, "", 3)
show("swing read from integrated current", 1e3 * S_sim, "mV/decade", 3)
show("D read from integrated current", 1e3 * D_sim, "mV/V", 3)
show("transport mass", mass / sc.m_e, "m0", 2)
show("forward density prefactor N+", N_plus / 1e16, "1e12/cm2", 3)
show("thermal velocity v_T", v_T / 1e5, "1e7 cm/s", 3)
show("current prefactor q N+ v_T", I_pref, "uA/um", 1)
show("reference current", 1e3 * I_ref, "nA/um", 0)
show("barrier above source Fermi level at reference current, VD=0.75 V",
     barrier_for(I_ref, V_high), "eV")
show("F at VD=0.05 V", 1 - np.exp(-V_lin / vt))
show("low-drain term in D, 0.05 to 0.75 V", 1e3 * (D_meas - ratio_lin),
     "mV/V", 2)
show("corrected aD/aG for that window", 1e3 * ratio_lin, "mV/V", 2)
show("corrected aD for that window", aD_lin)
show("D error if transmission rises 10 percent", 1e3 * extra, "mV/V", 2)
show("aG if device is really at 310 K", aG_310)
show("oxide-equivalent thickness, each gate", eot * 1e9, "nm", 1)
show("assumed traps per interface", trap_density / 1e15, "1e11/(cm2 eV)", 1)
show("trap share of total capacitance", 100 * trap_share, "percent", 2)
show("aG with those traps removed", aG_no_traps)
show("swing with charge and degeneracy, 10 nA/um", 1e3 * S_charge[0],
     "mV/decade", 3)
show("swing with charge and degeneracy, 1 uA/um", 1e3 * S_charge[1],
     "mV/decade", 3)
print(f"channel model: L = {L:.0f} nm, lambda = {lam:.0f} nm, "
      f"source Fermi level {E_fermi:.2f} eV above band edge")
for vd in (V_low, V_high):
    g, d, x_top, top = local[vd]
    print(f"channel at VD={vd:.2f} V: aG={g:.4f}, aD={d:.4f}, "
          f"aD/aG={1e3*d/g:.1f} mV/V")
    print(f"  top at {x_top:.2f} nm, {top:.4f} eV above source band edge")
show("channel swing at VD=0.75 V, no tunnelling", 1e3 * S_th,
     "mV/decade", 2)
show("channel swing at VD=0.75 V, with tunnelling", 1e3 * S_tu,
     "mV/decade", 2)
show("channel D over window, no tunnelling", 1e3 * D_th, "mV/V", 2)
show("channel D over window, with tunnelling", 1e3 * D_tu, "mV/V", 2)
print("tests ok")
```

Output:

```
temperature: 300 K
measured swing S: 75.0 mV/decade
measured gate shift D: 60.0 mV/V
thermal voltage kT/q: 25.852 mV
ideal swing (kT/q) ln10: 59.53 mV/decade
gate coefficient aG: 0.7937
drain coefficient aD: 0.0476
remainder 1-aG-aD: 0.1587
aD if 60 meV/V were barrier movement: 0.0600
barrier drop for 75 mV on gate: 59.53 meV
drain window: 0.25 to 0.75 V
barrier drop over drain window: 23.81 meV
off-current ratio, formula: 2.512
off-current ratio, integrated: 2.512
swing read from integrated current: 75.001 mV/decade
D read from integrated current: 60.004 mV/V
transport mass: 0.19 m0
forward density prefactor N+: 2.052 1e12/cm2
thermal velocity v_T: 1.234 1e7 cm/s
current prefactor q N+ v_T: 405.8 uA/um
reference current: 10 nA/um
barrier above source Fermi level at reference current, VD=0.75 V: 0.2743 eV
F at VD=0.05 V: 0.8554
low-drain term in D, 0.05 to 0.75 V: 7.27 mV/V
corrected aD/aG for that window: 52.73 mV/V
corrected aD for that window: 0.0419
D error if transmission rises 10 percent: 6.21 mV/V
aG if device is really at 310 K: 0.8201
oxide-equivalent thickness, each gate: 1.0 nm
assumed traps per interface: 5.0 1e11/(cm2 eV)
trap share of total capacitance: 1.84 percent
aG with those traps removed: 0.8086
swing with charge and degeneracy, 10 nA/um: 75.004 mV/decade
swing with charge and degeneracy, 1 uA/um: 75.414 mV/decade
channel model: L = 20 nm, lambda = 4 nm, source Fermi level 0.05 eV above band edge
channel at VD=0.25 V: aG=0.8321, aD=0.0637, aD/aG=76.6 mV/V
  top at 9.03 nm, 0.3243 eV above source band edge
channel at VD=0.75 V: aG=0.8158, aD=0.0487, aD/aG=59.7 mV/V
  top at 7.99 nm, 0.3243 eV above source band edge
channel swing at VD=0.75 V, no tunnelling: 72.97 mV/decade
channel swing at VD=0.75 V, with tunnelling: 73.68 mV/decade
channel D over window, no tunnelling: 66.83 mV/V
channel D over window, with tunnelling: 70.68 mV/V
tests ok
```
